# LB94 and Becke 88 exchange potentials far from an atom: verification in Python

```python
"""
Tails of two exchange models for a spin density n(r) = N r^m exp(-alpha r).
Result under test (Hartree atomic units):
  LB94 correction      -> -1/r              (for m = 0: -1/(r+a))
  Becke 88 potential   -> -5/(2 alpha r^2)
  Becke 88 energy density per electron -> -1/(2r)
Symbols: g = |grad n|, x = g/n^(4/3), beta = gradient parameter,
a = (3/alpha) ln(2 alpha N^(-1/3)).
The example is the hydrogen atom: N = 1/pi, alpha = 2, m = 0, one spin.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf.dft import libxc

mp.mp.dps = 40
BETA_LB, BETA_B88 = mp.mpf("0.05"), mp.mpf("0.0042")
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- model definitions, symbolic ----------
n, g, beta, r, amp, alpha = sp.symbols("n g beta r amp alpha", positive=True)
m = sp.symbols("m", real=True)
third = sp.Rational(1, 3)
x = g / n**(4 * third)
lda_energy = -sp.Rational(3, 2) * (3 / (4 * sp.pi))**third * n**(4 * third)
b88_energy = lda_energy - beta * n**(4 * third) * x**2 / (
    1 + 6 * beta * x * sp.asinh(x))
lda_pot = sp.diff(lda_energy, n)
lb_corr = -beta * n**third * x**2 / (1 + 3 * beta * x * sp.asinh(x))

density = amp * r**m * sp.exp(-alpha * r)
slope = -sp.diff(density, r)
on_density = {n: density, g: slope}


def radial(expression):
    """Turn an expression in n and g into a function of r."""
    return sp.lambdify((r, amp, alpha, m, beta),
                       expression.subs(on_density), "mpmath")


e_g = sp.diff(b88_energy, g).subs(on_density)
b88_pot_expr = (sp.diff(b88_energy, n).subs(on_density)
                + 2 * e_g / r + sp.diff(e_g, r))
v_b88 = sp.lambdify((r, amp, alpha, m, beta), b88_pot_expr, "mpmath")
v_lb = radial(lb_corr)
v_lda = radial(lda_pot)
eps_b88 = radial(b88_energy / n)
b88_energy_np = sp.lambdify((n, g, beta), b88_energy, "numpy")
lb_total_np = sp.lambdify((n, g, beta), lda_pot + lb_corr, "numpy")
lb_slope_np = sp.lambdify((n, g, beta), sp.diff(lb_corr, g), "numpy")

N_H, A_H, ZERO = 1 / mp.pi, mp.mpf(2), mp.mpf(0)
n_h, a_h = float(N_H), float(A_H)


def shift(amplitude, decay):
    return 3 / decay * mp.log(2 * decay * amplitude**(-mp.mpf(1) / 3))


# ---------- Becke 88 energy density against libxc ----------
grid = np.linspace(0.5, 5.0, 10)
spin_density = n_h * np.exp(-a_h * grid)
rho = np.zeros((4, grid.size))
rho[0] = 2 * spin_density
rho[1] = -2 * a_h * spin_density
exc_libxc = libxc.eval_xc("B88,", rho, spin=0, deriv=1)[0]
exc_here = b88_energy_np(spin_density, a_h * spin_density,
                         float(BETA_B88)) / spin_density
libxc_error = np.max(np.abs(exc_here / exc_libxc - 1))
assert libxc_error < 1e-5

# ---------- Becke 88 potential against finite energy variations ----------
nodes, weights = np.polynomial.legendre.leggauss(160)
variation_rows = []
for centre in (6.0, 12.0):
    s = centre + 4.5 * nodes
    vol = 4.5 * weights * 4 * np.pi * s**2
    width = 0.5
    bump = np.exp(-(s - centre)**2 / (2 * width**2))
    bump_slope = -(s - centre) / width**2 * bump
    base = n_h * np.exp(-a_h * s)

    def varied_energy_density(h):
        trial = base * (1 + h * bump)
        trial_slope = np.abs(base * (-a_h * (1 + h * bump) + h * bump_slope))
        return b88_energy_np(trial, trial_slope, float(BETA_B88))

    h = 1e-4
    change = np.sum(vol * (varied_energy_density(h)
                           - varied_energy_density(-h))) / (2 * h)
    norm = np.sum(vol * base * bump)
    pot = np.array([float(v_b88(mp.mpf(float(q)), N_H, A_H, ZERO, BETA_B88))
                    for q in s])
    from_potential = np.sum(vol * pot * base * bump) / norm
    variation_rows.append((centre, change / norm, from_potential))
    assert abs(change / norm / from_potential - 1) < 1e-5

# ---------- closed tail formulas, several densities and betas ----------
for amplitude, decay in ((N_H, A_H), (mp.mpf(3), mp.mpf(1)),
                         (mp.mpf("0.2"), mp.mpf("3.5"))):
    a = shift(amplitude, decay)
    R = 200 / decay
    for factor in (mp.mpf("0.2"), mp.mpf(1), mp.mpf(10)):
        lb = v_lb(R, amplitude, decay, ZERO, factor * BETA_LB)
        assert abs(lb * (R + a) + 1) < 1e-10
        args = (R, amplitude, decay, ZERO, factor * BETA_B88)
        tail = (-3 / (2 * decay * (R + a)**2) - 1 / (decay * R * (R + a))
                + 3 * a / (decay**2 * R * (R + a)**3))
        assert abs(v_b88(*args) / tail - 1) < 1e-10
        assert abs(eps_b88(*args) * 2 * (R + a) + 1) < 1e-10
    far = mp.mpf(10)**5
    rest = v_b88(far, amplitude, decay, ZERO, BETA_B88) + 5 / (2 * decay * far**2)
    assert abs(rest * far**3 / (4 * a / decay) - 1) < 1e-3

# ---------- leading laws with a power prefactor in the density ----------
far = mp.mpf(10)**5
prefactor_rows = []
for power in (mp.mpf(-1), ZERO, mp.mpf("1.5")):
    lb_limit = far * v_lb(far, N_H, A_H, power, BETA_LB)
    b88_limit = far**2 * v_b88(far, N_H, A_H, power, BETA_B88)
    assert abs(lb_limit + 1) < 1e-3
    assert abs(b88_limit / (-5 / (2 * A_H)) - 1) < 1e-3
    prefactor_rows.append((power, lb_limit, b88_limit))

# ---------- local correlation is no larger than local exchange ----------
low = np.array([1e-3, 1e-5, 1e-7, 1e-9])
v_corr = np.asarray(libxc.eval_xc(",VWN", low, spin=0, deriv=1)[1][0]).ravel()
corr_ratio = v_corr / (-(3 * low / np.pi)**(1 / 3))
assert np.all(corr_ratio > 0) and np.all(corr_ratio < 1)

# ---------- the LB94 potential has an asymmetric response ----------
s = 4.0 * (nodes + 1)
vol = 4.0 * weights * 4 * np.pi * s**2
base = n_h * np.exp(-a_h * s)


def perturbation(centre, width=0.5):
    w = np.exp(-(s - centre)**2 / (2 * width**2))
    return base * w, base * w * (-a_h - (s - centre) / width**2)


eta1, eta2 = perturbation(2.0), perturbation(2.5)


def response(probe, source, h=1e-4):
    plus = lb_total_np(base + h * source[0],
                       np.abs(-a_h * base + h * source[1]), float(BETA_LB))
    minus = lb_total_np(base - h * source[0],
                        np.abs(-a_h * base - h * source[1]), float(BETA_LB))
    return np.sum(vol * probe[0] * (plus - minus)) / (2 * h)


d12, d21 = response(eta1, eta2), response(eta2, eta1)
v_slope = lb_slope_np(base, a_h * base, float(BETA_LB))
predicted = -np.sum(vol * v_slope * (eta1[0] * eta2[1] - eta2[0] * eta1[1]))
assert abs((d12 - d21) / predicted - 1) < 1e-5
assert abs(d12 - d21) > 0.1 * max(abs(d12), abs(d21))


# ---------- hydrogen atom ----------
def exact_exchange(radius):
    """Minus the Hartree potential of the hydrogen density."""
    def dens(q):
        return n_h * np.exp(-a_h * q)
    inner = quad(lambda q: dens(q) * q**2, 0, min(radius, 30.0))[0]
    outer = quad(lambda q: dens(q) * q, radius, radius + 30.0)[0]
    return -4 * np.pi * (inner / radius + outer)


def exponent(function, radius):
    """Local decay exponent -d ln|v| / d ln r."""
    up, down = radius * mp.mpf("1.0001"), radius / mp.mpf("1.0001")
    return -mp.log(function(up) / function(down)) / mp.log(up / down)


def lb_h(q):
    return v_lda(q, N_H, A_H, ZERO, BETA_LB) + v_lb(q, N_H, A_H, ZERO, BETA_LB)


def b88_h(q):
    return v_b88(q, N_H, A_H, ZERO, BETA_B88)


a = shift(N_H, A_H)
print(f"Hydrogen: N = {n_h:.6f} bohr^-3, alpha = {a_h:.1f} bohr^-1")
print(f"beta LB94 = {float(BETA_LB)}, beta Becke 88 = {float(BETA_B88)}")
print(f"Shift a = {float(a):.4f} bohr")
print(f"Becke tail coefficient 5/(2 alpha) = {5/(2*a_h):.4f} hartree bohr^2")
print("Potentials in hartree, r in bohr (LB94 = local exchange + correction)")
print("r | exact exchange | LB94 | Becke 88 | local exchange")
radii = (5, 10, 20, 50, 100)
for q in radii:
    Q = mp.mpf(q)
    print(f"{q} | {exact_exchange(float(q)):.6f} | {float(lb_h(Q)):.6f} | "
          f"{float(b88_h(Q)):.6f} | "
          f"{float(v_lda(Q, N_H, A_H, ZERO, BETA_LB)):.3e}")
print("Tail estimates in hartree, r in bohr")
print("r | -1/(r+a) | -5/(2 alpha r^2) | Becke closed tail")
for q in radii:
    Q = mp.mpf(q)
    closed = (-3 / (2 * A_H * (Q + a)**2) - 1 / (A_H * Q * (Q + a))
              + 3 * a / (A_H**2 * Q * (Q + a)**3))
    print(f"{q} | {float(-1/(Q+a)):.6f} | {float(-5/(2*A_H*Q**2)):.6f} | "
          f"{float(closed):.6f}")
print("Local decay exponents (no unit) and Becke energy per electron (hartree)")
print("r | LB94 exponent | Becke exponent | Becke energy | -1/(2r)")
for q in radii + (1000,):
    Q = mp.mpf(q)
    print(f"{q} | {float(exponent(lb_h, Q)):.4f} | "
          f"{float(exponent(b88_h, Q)):.4f} | "
          f"{float(eps_b88(Q, N_H, A_H, ZERO, BETA_B88)):.6f} | {-0.5/q:.6f}")
Q = mp.mpf(20)
print(f"At r = 20 bohr in eV: exact {exact_exchange(20.0)*HARTREE_EV:.4f}, "
      f"LB94 {float(lb_h(Q))*HARTREE_EV:.4f}, "
      f"Becke 88 {float(b88_h(Q))*HARTREE_EV:.4f}")
print("Becke potential averaged over a bump (hartree): variation, formula")
for centre, varied, formula in variation_rows:
    print(f"bump centre {centre:.0f} bohr: {varied:.7f}, {formula:.7f}")
print("Density prefactor r^m at r = 1e5 bohr: m, r v_LB, r^2 v_Becke")
for power, lb_limit, b88_limit in prefactor_rows:
    print(f"{float(power):.1f}, {float(lb_limit):.6f}, {float(b88_limit):.6f}")
print("VWN correlation / local exchange potential at total density (bohr^-3)")
for dens_value, ratio in zip(low, corr_ratio):
    print(f"{dens_value:.0e}: {ratio:.4f}")
print(f"LB94 response (hartree): D12 = {d12:.4e}, D21 = {d21:.4e}")
print(f"D12 - D21 = {d12-d21:.4e}, from formula {predicted:.4e}")
print(f"Largest relative deviation from libxc Becke 88: {libxc_error:.1e}")
print("verified")
```

Printed output:

```
Hydrogen: N = 0.318310 bohr^-3, alpha = 2.0 bohr^-1
beta LB94 = 0.05, beta Becke 88 = 0.0042
Shift a = 2.6518 bohr
Becke tail coefficient 5/(2 alpha) = 1.2500 hartree bohr^2
Potentials in hartree, r in bohr (LB94 = local exchange + correction)
r | exact exchange | LB94 | Becke 88 | local exchange
5 | -0.199946 | -0.158860 | -0.045194 | -3.022e-02
10 | -0.100000 | -0.080091 | -0.009478 | -1.078e-03
20 | -0.050000 | -0.044148 | -0.002558 | -1.372e-06
50 | -0.020000 | -0.018993 | -0.000460 | -2.828e-15
100 | -0.010000 | -0.009742 | -0.000120 | -9.440e-30
Tail estimates in hartree, r in bohr
r | -1/(r+a) | -5/(2 alpha r^2) | Becke closed tail
5 | -0.130688 | -0.050000 | -0.024990
10 | -0.079040 | -0.012500 | -0.008539
20 | -0.044147 | -0.003125 | -0.002557
50 | -0.018993 | -0.000500 | -0.000460
100 | -0.009742 | -0.000125 | -0.000120
Local decay exponents (no unit) and Becke energy per electron (hartree)
r | LB94 exponent | Becke exponent | Becke energy | -1/(2r)
5 | 1.1126 | 2.1149 | -0.082354 | -0.100000
10 | 0.8670 | 2.1280 | -0.040248 | -0.050000
20 | 0.8833 | 1.8160 | -0.022074 | -0.025000
50 | 0.9496 | 1.9189 | -0.009496 | -0.010000
100 | 0.9742 | 1.9585 | -0.004871 | -0.005000
1000 | 0.9974 | 1.9958 | -0.000499 | -0.000500
At r = 20 bohr in eV: exact -1.3606, LB94 -1.2013, Becke 88 -0.0696
Becke potential averaged over a bump (hartree): variation, formula
bump centre 6 bohr: -0.0364266, -0.0364266
bump centre 12 bohr: -0.0071055, -0.0071055
Density prefactor r^m at r = 1e5 bohr: m, r v_LB, r^2 v_Becke
-1.0, -0.999921, -1.249836
0.0, -0.999973, -1.249947
1.5, -1.000052, -1.250114
VWN correlation / local exchange potential at total density (bohr^-3)
1e-03: 0.3018
1e-05: 0.5207
1e-07: 0.6998
1e-09: 0.8049
LB94 response (hartree): D12 = 7.9782e-03, D21 = -1.7656e-02
D12 - D21 = 2.5634e-02, from formula 2.5634e-02
Largest relative deviation from libxc Becke 88: 6.7e-16
verified
```
